# Orthogonality loss and breakdown of Cholesky QR, and its repair by repetition

Let $X$ be a real $m\times n$ matrix, $m\ge n\ge 2$, with singular values $\sigma_1\ge\dots\ge\sigma_n>0$ and condition number $\kappa=\sigma_1/\sigma_n$. One pass of Cholesky QR forms $G=X^TX$, factors $G=R^TR$ with $R$ upper triangular, and solves $QR=X$ for $Q$. In exact arithmetic $Q^TQ=I$. In floating point the loss of orthogonality is $\|Q^TQ-I\|$, where $\|\cdot\|$ is the spectral norm.

Let $\varepsilon$ be the machine epsilon, $u=\varepsilon/2$ the unit roundoff, and

$$\gamma_k=\frac{ku}{1-ku},\qquad \alpha=n\left[\gamma_m+\gamma_{n+1}\frac{1+\gamma_m}{1-\gamma_{n+1}}\right]\approx n(m+n+1)u. \tag{1}$$

If $\alpha\le 1/20$ and $\eta=\alpha\kappa^2\le 1/8$, the pass completes, and

$$\|Q_1^TQ_1-I\|\le 3\alpha\kappa^2,\qquad \|Q_2^TQ_2-I\|\le 7\alpha, \tag{2}$$

where $Q_1$ is the result of the first pass and $Q_2$ that of a second pass applied to $Q_1$. The second bound does not contain $\kappa$.

The growth as $\varepsilon\kappa^2$ is a worst-case law: some matrices attain it, others do not. Breakdown can begin at $\kappa$ of order $\varepsilon^{-1/2}$; whether and where it occurs depends on the matrix.

## Rounding errors of the three operations

Each operation returns the exact result times $1+\delta$, $|\delta|\le u$, without overflow or underflow. A product of $k$ factors $(1+\delta)^{\pm1}$ is written $1+\theta_k$, and $|\theta_k|\le\gamma_k$. The symbol $|A|$ denotes the matrix of absolute values, and inequalities between matrices of this kind hold entry by entry.

An inner product of length $m$ puts at most $m$ factors on each term. With $x_i$ the columns of $X$, the stored Gram matrix is therefore

$$G=X^TX+E_1,\quad |E_1|_{ij}\le\gamma_m\|x_i\|\|x_j\|,\quad \|E_1\|\le\gamma_m\|X\|_F^2\le\gamma_m n\sigma_1^2. \tag{3}$$

The norm bound holds because a matrix with entries $p_ip_j$ has Frobenius norm $\sum_ip_i^2$.

Cholesky factorization and triangular solution both evaluate $s=c-\sum_{k=1}^{p}a_kb_k$. If the products are subtracted in order, $c$ collects the factors of all $p$ subtractions, while $a_kb_k$ collects one from its multiplication and those of subtractions $k,\dots,p$. Division by the factors on $c$ gives

$$s(1+\theta_p)=c-\sum_{k=1}^{p}a_kb_k(1+\theta_k). \tag{4}$$

A following division by a pivot adds one factor to the left side, and a square root adds two. Since $p\le n-1$, the computed $R$ satisfies

$$R^TR=G+E_2,\qquad |E_2|_{ij}\le\gamma_{n+1}\rho_i\rho_j, \tag{5}$$

where $\rho_i$ is the norm of column $i$ of $R$ and the Cauchy–Schwarz inequality has been used. Taking the trace, $\|R\|_F^2\le \mathrm{tr}\,G+\gamma_{n+1}\|R\|_F^2$. With $\mathrm{tr}\,G\le(1+\gamma_m)\|X\|_F^2$,

$$\|R\|_F^2\le c_0n\sigma_1^2,\qquad c_0=\frac{1+\gamma_m}{1-\gamma_{n+1}}. \tag{6}$$

Hence $\|E_2\|\le\gamma_{n+1}c_0n\sigma_1^2$. Adding (3) gives

$$R^TR=X^TX+E,\qquad E=E_1+E_2,\qquad \|E\|\le\alpha\sigma_1^2=\eta\sigma_n^2. \tag{7}$$

Finally, (4) applied to each row of $QR=X$ gives

$$QR=X+E_3,\qquad |E_3|\le\gamma_n|Q||R|,\qquad \|E_3\|_F\le\gamma_n\|Q\|_F\|R\|_F. \tag{8}$$

## The squared condition number

Let $Y=XR^{-1}$ be the exact solution with the computed $R$. Substituting $X^TX=R^TR-E$,

$$Y^TY-I=R^{-T}(R^TR-E)R^{-1}-I=-R^{-T}ER^{-1}. \tag{9}$$

By (7), the smallest eigenvalue of $R^TR$ is at least $\sigma_n^2-\|E\|$, so

$$\sigma_{\min}(R)^2\ge\sigma_n^2(1-\eta),\qquad \|Y^TY-I\|\le\frac{\|E\|}{\sigma_{\min}(R)^2}\le\frac{\eta}{1-\eta}. \tag{10}$$

This is where $\kappa^2$ enters. The error in $G$ is measured against $\sigma_1^2$, but it is amplified by $1/\sigma_n^2$. If the columns of $X$ are orbitals, $G$ is their overlap matrix. The nearly dependent combination has squared norm $\sigma_n^2$, which must emerge by cancellation from entries whose errors can be of order $u\sigma_1^2$.

The triangular solve adds $F=Q-Y=E_3R^{-1}$. With $s=\gamma_n\|R\|_F/\sigma_{\min}(R)$, equation (8) gives $\|F\|_F\le s\|Q\|_F\le s(\|Y\|_F+\|F\|_F)$. Since $\|Y\|_F\le\sqrt n\|Y\|$,

$$\|F\|\le f\|Y\|,\qquad f=\frac{s\sqrt n}{1-s}. \tag{11}$$

To bound $f$, note that $m\ge n$ implies $\alpha\ge n(\gamma_m+\gamma_{n+1})\ge2n\gamma_n$. Also $\gamma_m+\gamma_{n+1}\le\alpha/n\le1/40$, so $c_0\le1.03$. Equations (6) and (10) then give

$$s\sqrt n\le n\gamma_n\kappa\sqrt{\frac{c_0}{1-\eta}}\le\frac{\eta}{2\kappa}\sqrt{\frac{1.03}{0.875}}\le0.55\,\frac{\eta}{\kappa}. \tag{12}$$

Since $n\ge2$ and $\eta\le1/8$, this makes $s\le0.05$ and $f\le0.6\,\eta/\kappa$. The middle expression shows that $f$ is of order $n^2u\kappa$, with one power of $\kappa$ rather than two.

From $Q=Y+F$,

$$Q^TQ-I=(Y^TY-I)+Y^TF+F^TY+F^TF. \tag{13}$$

Equation (10) implies $\|Y\|^2\le1+\eta/(1-\eta)=1/(1-\eta)$. With $f\le0.6\eta$,

$$\|Q^TQ-I\|\le\frac{\eta+2f+f^2}{1-\eta}\le\frac{\eta(1+1.2+0.36\eta)}{1-\eta}\le3\eta, \tag{14}$$

which is the first bound in (2), provided that the factorization completes.

## Why the factorization completes

The first pivot is positive, because (3) gives $\lambda_{\min}(G)\ge\sigma_n^2(1-\eta)>0$. Suppose that the first $k-1$ pivots are positive. Partition the leading $k\times k$ block of $G$ as

$$G_k=\begin{pmatrix}A&g\\g^T&a\end{pmatrix},\qquad \lambda_{\min}(G_k)\ge\lambda_{\min}(G)\ge\sigma_n^2(1-\eta). \tag{15}$$

Let $T$ be the computed factor of $A$, and $r$ the computed part of column $k$ above the pivot. The bound on $E_2$ applies to the leading block, so $T^TT\ge A-\eta\sigma_n^2I$ as quadratic forms. Since $\sigma_n^2I\le A/(1-\eta)$, this gives $T^TT\ge[1-\eta/(1-\eta)]A\ge\frac67A$. The Schur complement $a-g^TA^{-1}g$ is positive, hence

$$\|T^{-T}g\|^2=g^T(T^TT)^{-1}g\le\tfrac76\,g^TA^{-1}g<\tfrac76\,a. \tag{16}$$

By (4), $T^Tr=g+h$ with $\|h\|\le\gamma_n\|T\|_F\|r\|$. The matrix $T$ is the computed factor for the first $k-1$ columns of $X$, whose singular values lie between $\sigma_n$ and $\sigma_1$. Hence (6), (7) and (10) give $\|T\|_F^2\le c_0n\sigma_1^2$ and $\sigma_{\min}(T)^2\ge\sigma_n^2(1-\eta)$, the estimate of $s$ holds for $T$ as well, and $\|T^{-T}h\|\le0.05\|r\|$. Thus $0.95\|r\|\le\sqrt{7a/6}$, and $\|r\|^2\le1.3a$.

By (4) again, the number whose square root is the next pivot has the sign of $D=a-\sum_ir_i^2(1+\theta_i)$. Consider

$$M=\begin{pmatrix}T^TT&T^Tr\\r^TT&r^Tr+D\end{pmatrix}=G_k+\Delta. \tag{17}$$

The corner of $\Delta$ is $-\sum_i\theta_ir_i^2$. All entries of $\Delta$ are bounded by $\gamma_{n+1}p_ip_j$, where $p_i=\rho_i$ for $i<k$ and $p_k=\|r\|$. The trace argument gives $\sum_{i<k}\rho_i^2\le1.03\,\mathrm{tr}A$, so

$$\|\Delta\|\le1.3\,\gamma_{n+1}\mathrm{tr}\,G\le1.3(1+\gamma_m)\,n\gamma_{n+1}\sigma_1^2\le1.4\,\eta\sigma_n^2. \tag{18}$$

For $\eta\le1/8$ this is below $0.18\,\sigma_n^2$, while $\lambda_{\min}(G_k)\ge0.87\,\sigma_n^2$. Therefore $M$ is positive definite. Its Schur complement is $r^Tr+D-r^TT(T^TT)^{-1}T^Tr=D$, so $D>0$. Induction over $k$ completes the proof.

## The loss is attained, and where breakdown begins

Let $v$ be the unit right singular vector of $X$ belonging to $\sigma_n$, and $e=v^TEv$. Equation (7) gives $\|Rv\|^2=\sigma_n^2+e$. Taking the quadratic form of (9) in the unit vector $Rv/\|Rv\|$,

$$\|Y^TY-I\|\ge\frac{|e|}{\sigma_n^2+e}. \tag{19}$$

If $|e|$ is a fixed fraction of $u\sigma_1^2$ and small compared with $\sigma_n^2$, the right side is that fraction of $u\kappa^2$. If the factorization completes, $\|Rv\|^2>0$ requires $e>-\sigma_n^2$. Once $u\sigma_1^2$ is comparable with $\sigma_n^2$, rounding can violate this requirement, which gives the breakdown scale $\kappa\sim u^{-1/2}$. For errors of the opposite sign the pass may still complete; when $e\gg\sigma_n^2$, (19) then shows a loss of $Y$ close to one or larger.

An explicit matrix shows both effects:

$$X=\begin{pmatrix}1&1\\\delta&0\\0&\delta\end{pmatrix},\qquad X^TX=\begin{pmatrix}1+\delta^2&1\\1&1+\delta^2\end{pmatrix}. \tag{20}$$

The eigenvalues of $X^TX$ are $\delta^2$ and $2+\delta^2$, so $\kappa^2=1+2/\delta^2$. Take $\delta^2=(4j+0.9)u$ with a positive integer $j$ and $j^2u\ll1$. Binary floating-point numbers have spacing $2u$ just above 1 and $u$ just below. The roundings are then as follows.

- The diagonal of $G$ becomes $1+4ju$.
- Its root is $1+2ju-2j^2u^2+\dots$, stored as $r_{11}=1+2ju$.
- The quotient $1/r_{11}=1-2ju+4j^2u^2-\dots$ is stored as $r_{12}=1-2ju$.
- The square $r_{12}^2$ is stored as $1-4ju$, so $r_{22}^2=8ju$ up to the rounding of the root.

Multiplying out, $R^TR$ has diagonal $1+4ju$ and off-diagonal 1, up to terms of order $j^2u^2$. Thus $E=-0.9u\,I$ to leading order. On the eigenvector with eigenvalue $\delta^2$, (9) gives

$$\|Y^TY-I\|\simeq\frac{0.9u}{\delta^2-0.9u}=\frac{0.9}{4j}\simeq0.45\,u\kappa^2\quad(j\gg1). \tag{21}$$

The solve changes this by at most order $u\kappa$. For $j=256$, $\kappa=4.19\times10^6$ and the loss is $0.9/1024=8.79\times10^{-4}$. The power $\kappa^2$ in (2) therefore cannot be lowered.

If $\delta^2<u$, the sum $1+\delta^2$ is stored as 1. All entries of $G$ are then 1, the second pivot is zero, and the factorization fails. For this matrix failure sets in at $\kappa\simeq\sqrt2\,u^{-1/2}=1.34\times10^8$ in double precision, where $u=1.11\times10^{-16}$; in terms of the machine epsilon this is $2\varepsilon^{-1/2}$.

The threshold is less sharp for random matrices. For $200\times10$ matrices with random singular vectors and geometrically spaced singular values, the numbers of breakdowns in one sample of 100 trials were 0, 2, 54 and 91 at $\kappa=10^7,10^8,10^9$ and $10^{10}$; other samples gave 0 to 4, 56 to 69 and 86 to 94 at the last three values. The sufficient condition $\eta\le1/8$ guarantees completion for this size only up to $\kappa=7.3\times10^5$, since it adds up worst-case errors.

A large $\kappa$ need not be harmful. Let $D$ now be a diagonal matrix of powers of two. Replacing $X$ by $XD$ turns $G$ into $DGD$ and $R$ into $RD$, and leaves $Q$ unchanged. Multiplication by powers of two commutes with every rounding, so this also holds for the computed quantities. In (2), $\kappa$ may therefore be replaced by the smallest $\kappa(XD)$ over such $D$. Orthogonal columns of any lengths can be scaled by such a $D$ to lengths within a factor 2 of each other, so that $\kappa(XD)\le2$. Ill-conditioning that comes from column lengths alone therefore leaves the loss at order $\alpha$; near dependence of the directions can cost far more.

## The second pass

If the first loss is at most $3/8$, the eigenvalues of $Q_1^TQ_1$ lie between $5/8$ and $11/8$. Hence

$$\kappa(Q_1)^2\le\frac{11/8}{5/8}=2.2. \tag{22}$$

Apply the first-pass result to $Q_1$. Its parameter is at most $2.2\alpha\le0.11<1/8$, so the second factorization completes, and (14) gives

$$\|Q_2^TQ_2-I\|\le3\times2.2\,\alpha=6.6\,\alpha\le7\alpha. \tag{23}$$

The first pass need not be accurate. It must only turn an ill-conditioned matrix into a well-conditioned one, after which squaring the condition number is harmless. For $\eta\le1/8$ the premise follows from (14). For larger $\kappa$ it can be judged from the measured first loss, and (23) still follows if that loss is at most $3/8$ and $\alpha\le1/20$.

Orthogonality alone would be of little use if $Q_2$ no longer represented $X$. Writing (8) for both passes, $Q_1R_1=X+E_3$ and $Q_2R_2=Q_1+E_3'$, so

$$Q_2R_2R_1-X=E_3+E_3'R_1. \tag{24}$$

All Frobenius norms of $Q_1$, $Q_2$ and $R_2$ are of order $\sqrt n$, and that of $R_1$ is at most of order $\sqrt n\,\sigma_1$. In $E_3'R_1$ only the spectral norm of $R_1$ is needed, and (7) gives $\|R_1\|\le\sigma_1\sqrt{1+\alpha}$. By (8), both terms are at most of order $n^2u\sigma_1$. Rounding in the product $R_2R_1$ adds an error of the same order. The residual relative to $\|X\|$ thus stays at roundoff level, without a factor $\kappa$.

## Nearly dependent Gaussian orbitals

Take six normalized orbitals $\pi^{-1/4}a^{-1/2}\exp[-(x-c)^2/2a^2]$ with centres $c$ a distance $d$ apart, placed symmetrically about the origin. They are sampled at 161 points from $-8a$ to $8a$ with step $0.1a$, and multiplied by the square root of the step, so that $X^TX$ approximates their overlap matrix. The condition number comes from a singular value decomposition. The losses are evaluated in extended precision. They depend strongly on the order in which the products in $G$ are summed, so each entry is one sample. Reordering the grid points spreads the one-pass losses of the first three rows over nearly two orders of magnitude (from about $10^{-5}$ to $8\times10^{-4}$ at $d/a=0.1$). In the last row the factorization breaks down for more than half of the orderings, and the two-pass loss of the others ranges from $3\times10^{-16}$ to $10^{-12}$.

| $d/a$ | $\kappa$ | Loss, one pass | Loss, two passes |
|---|---|---|---|
| 0.4 | $1.8\times10^3$ | $1.7\times10^{-10}$ | $6.7\times10^{-16}$ |
| 0.2 | $6.1\times10^4$ | $2.5\times10^{-7}$ | $3.8\times10^{-16}$ |
| 0.1 | $2.0\times10^6$ | $2.8\times10^{-4}$ | $7.3\times10^{-16}$ |
| 0.02 | $6.3\times10^9$ | $0.996$ | $3.6\times10^{-14}$ |

At $d/a=0.1$, $\sigma_n=1.218\times10^{-6}$, so $\sigma_n^2=1.48\times10^{-12}$. Evaluating $E$ with 40-digit arithmetic gives $e=-4.20\times10^{-16}$. The lower bound (19) is then

$$\frac{4.20\times10^{-16}}{1.48\times10^{-12}-4.20\times10^{-16}}=2.8\times10^{-4}, \tag{25}$$

which accounts for the observed loss. Here $7\alpha=7.8\times10^{-13}$, so $\eta=\alpha\kappa^2\simeq0.45$ and completion was not guaranteed in advance. The first loss is nevertheless far below $3/8$, so (23) covers the second pass.

The same case separates the sources of error. If $G$ and its factor are computed with 40 digits and only $R$ is rounded to double precision before the solve, the loss falls to $3.1\times10^{-11}$, below $u\kappa=2.2\times10^{-10}$. If the exact $G$ is merely stored in double precision and then factored with 40 digits, the loss is $5.8\times10^{-5}$. In this case, storing the overlap matrix in working precision is enough to raise the loss by about six orders of magnitude, although the factorization itself is done with 40 digits. The result is a fifth of the one-pass loss here; this fraction depends on the last bits of $X$, and changes of one unit in the last place of its entries gave values between 0.04 and 0.16.

In the last row $\kappa$ is far above $u^{-1/2}=9.5\times10^7$. The factorization happened to complete, but orthogonality was lost at order one. The second pass still reduced the loss to $3.6\times10^{-14}$, although (23) does not guarantee this because the first loss exceeds $3/8$. That success belongs to this run and does not extend the theorem.
